# Field enhancement in flat and spherical gas voids in an encapsulant

**Question**

I am working on discharge in the gel above the edge termination of a high-voltage SiC device. An exercise says: the encapsulant has relative permittivity 3 and contains a gas void. Show that the field in the void is 3 times the applied field if the void is thin and normal to the field, but 9/7 times if it is a sphere.

The first part seems easy. The normal component of $D$ is continuous, so $E_{\rm void}=3E_0$. But at the pole of a sphere the field is also normal to the surface. The same argument there seems to give 3 again. Where does 9/7 come from? And how thin must a real void be before I should use 3?

**Answer**

Your boundary condition is right in both cases. It relates the void field to the gel field *immediately outside the wall*, and that is not generally $E_0$. A thin flat void barely changes the gel field next to the middle of its faces. A sphere lowers the gel field at its poles.

**Conventions**

Let $\varepsilon=3$ be the relative permittivity of the gel, and take 1 for the gas. $E_0$ is the uniform field that the gel would have without the void, along $z$. The enhancement is $A=E_{\rm void}/E_0$. The gel is linear and isotropic, the electrodes are far away, and there is no free charge on the void wall. Then normal $D$ and tangential $E$ are continuous there. "Thin void normal to the field" means that the broad faces are perpendicular to the field, so the short axis lies along it.

**The thin flat void**

At the middle of a broad face, continuity of normal $D$ gives

$$E_{\rm void}=\varepsilon E_{\rm gel,\,near}.$$

We still need the nearby gel field. The wall carries bound charge: density $+s$ on the lower face and $-s$ on the upper face when $E_0$ points up. Treat the faces as uniformly charged discs of radius $b$, a distance $t$ apart. On its axis, at distance $z$, one disc produces a field of magnitude

$$\frac{s}{2\varepsilon_0}\left(1-\frac{z}{\sqrt{z^2+b^2}}\right).$$

Just above the upper face, the negative disc pulls down with $s/2\varepsilon_0$, while the positive disc, at distance $t$, pushes up. Their sum is

$$-\frac{s}{2\varepsilon_0}\,\frac{t}{\sqrt{t^2+b^2}},$$

which vanishes as $t/b\to0$. The nearby gel field therefore tends to $E_0$, and

$$A\to\varepsilon=3 .$$

This is a limit. The uniform charge density was an approximation, but the spheroid below gives the same limit without it.

**The sphere**

For a sphere of radius $a$, try a uniform field inside and the applied field plus a dipole field outside:

$$\phi_{\rm in}=-AE_0r\cos\theta,\qquad
\phi_{\rm out}=-E_0\left(r+\frac{B}{r^2}\right)\cos\theta .$$

Both satisfy Laplace's equation, and the outer one has the required field far away. Continuity of potential at $r=a$, which also makes tangential $E$ continuous, gives

$$Aa=a+\frac{B}{a^2}\quad\Rightarrow\quad \frac{B}{a^3}=A-1 .$$

The radial fields $-\partial\phi/\partial r$ at the wall are $AE_0\cos\theta$ inside and $E_0(1-2B/a^3)\cos\theta$ outside. Continuity of normal $D$ then gives

$$A=\varepsilon\left(1-\frac{2B}{a^3}\right)
=\varepsilon\,[1-2(A-1)]=\varepsilon(3-2A).$$

Collecting terms, $A(1+2\varepsilon)=3\varepsilon$, so

$$A=\frac{3\varepsilon}{2\varepsilon+1}=\frac97 .$$

All the conditions hold, and the electrostatic solution with these conditions is unique, so the trial form is the solution. The radius has dropped out.

Now return to the pole. There $B/a^3=2/7$, so the gel field just outside is

$$E_{\rm gel,\,near}=\left(1-\frac47\right)E_0=\frac37E_0 .$$

Your factor of 3 is still present: $3\times\frac37=\frac97$. What failed was the replacement of the nearby field by $E_0$.

The wall charge gives the same picture. By Gauss's law its density is $\varepsilon_0$ times the jump in normal field. At the pole of the sphere the jump is $(9/7-3/7)E_0=6E_0/7$, while the field added inside is $2E_0/7$, one third of the jump. For the ideal flat void the jump is $2E_0$ and the added field is also $2E_0$. The sphere has less charge at its pole, and its charge distribution is less effective at raising the interior field.

**How thin is thin?**

An oblate spheroid connects the two cases. Let its semi-axes be $c$ along the field and $b>c$ across it, so $c/b$ is thickness divided by diameter. Define

$$h=\sqrt{b^2-c^2},\qquad z=h\xi\eta,\qquad
\rho=h\sqrt{(1+\xi^2)(1-\eta^2)} .$$

The wall is the surface $\xi=\xi_0=c/h$. The scale factors of these orthogonal coordinates are

$$h_\xi=h\sqrt{\frac{\xi^2+\eta^2}{1+\xi^2}},\quad
h_\eta=h\sqrt{\frac{\xi^2+\eta^2}{1-\eta^2}},\quad h_\varphi=\rho .$$

Hence $h_\eta h_\varphi/h_\xi=h(1+\xi^2)$ and $h_\xi h_\varphi/h_\eta=h(1-\eta^2)$, and the axisymmetric Laplace equation is

$$\partial_\xi[(1+\xi^2)\partial_\xi\phi]
+\partial_\eta[(1-\eta^2)\partial_\eta\phi]=0 .$$

The applied potential is proportional to $z\propto\xi\eta$, so try $\phi\propto\eta f(\xi)$. The second term becomes $-2\eta f$, leaving

$$[(1+\xi^2)f']'=2f .$$

One solution is $f=\xi$, a uniform field. The other is $q=1-\xi\,{\rm arccot}\,\xi$. To check it, note that

$$(1+\xi^2)q'=\xi-(1+\xi^2)\,{\rm arccot}\,\xi ,$$

whose derivative is $2-2\xi\,{\rm arccot}\,\xi=2q$. At large $\xi$, $q\approx1/(3\xi^2)$, which is a dipole potential. It cannot be used inside, because $\eta q$ would jump across the disc $\xi=0$, where $\eta$ changes sign.

Apart from the common factor $-E_0h\eta$, the potentials are $A\xi$ inside and $\xi+Cq$ outside. With $q_0=q(\xi_0)$, the wall conditions are

$$A\xi_0=\xi_0+Cq_0,\qquad A=\varepsilon(1+Cq_0') .$$

The first gives $C=(A-1)\xi_0/q_0$. From the derivative of $q$,

$$\xi_0q_0'=-\xi_0\,{\rm arccot}\,\xi_0+\frac{\xi_0^2}{1+\xi_0^2}
=q_0-\frac1{1+\xi_0^2}.$$

Define the depolarization factor

$$N=(1+\xi_0^2)(1-\xi_0\,{\rm arccot}\,\xi_0).$$

Then $\xi_0q_0'/q_0=1-1/N$, and the second wall condition becomes

$$A=\varepsilon\left[1+(A-1)\left(1-\frac1N\right)\right]
=\varepsilon\left[A-\frac{A-1}{N}\right].$$

Multiplying by $N$ and collecting $A$ gives $A[\varepsilon-N(\varepsilon-1)]=\varepsilon$, so

$$\boxed{A=\frac{\varepsilon}{\varepsilon-N(\varepsilon-1)}}$$

As $\xi_0\to0$, $N\to1$ and $A\to3$. As $\xi_0\to\infty$ the spheroid becomes a sphere, $N\to1/3$ and $A\to9/7$.

For a thin void, ${\rm arccot}\,\xi_0\approx\pi/2$ and $\xi_0\approx c/b$, so $1-N\approx\pi c/(2b)$. For $\varepsilon=3$, to first order,

$$A\approx3\left(1-\pi\frac cb\right).$$

For a spheroid, an error below about 5% relative to 3 therefore needs a thickness below roughly 1/60 of the diameter. The centre of a flat-faced disc is somewhat more forgiving, as the example below shows. A void that looks flat may not be flat enough.

**Example: two voids of equal height**

Take a 2 mm gel gap with a 50 Hz voltage of 10 kV peak:

$$E_0=\frac{10\ {\rm kV}}{2\ {\rm mm}}=5\ {\rm kV/mm}.$$

Both voids are 0.05 mm high. One is a sphere; the other is flat and 1 mm across. The peak fields are:

- Sphere: $(9/7)\times5=6.43$ kV/mm, or 321 V across its diameter.
- Ideal thin void: $3\times5=15.0$ kV/mm, or 750 V across its height.
- Spheroid with $c/b=0.05$: $N=0.926$, $A=2.61$, and a field of 13.1 kV/mm.

A numerical solution of Laplace's equation for a flat-faced disc of the same height and diameter gives $A=2.69$ at its centre in the 2 mm gap (2.70 with distant electrodes), or 13.5 kV/mm. For a disc with thickness/diameter 0.005 it gives 2.97, approaching 3.

To judge whether the gas discharges, use the Townsend criterion. An electron crossing a gap $d$ produces $e^{\alpha d}-1$ ions, where $\alpha$ is the number of ionizations per unit length. If each ion releases $\gamma$ new electrons at the wall, the process sustains itself when $\gamma(e^{\alpha d}-1)=1$, or $\alpha d=\ln(1+1/\gamma)$. With the usual model $\alpha=A_gp\,e^{-B_gp/E}$ and $E=V/d$, solving for $V$ gives Paschen's formula:

$$V_b=\frac{B_gpd}{\ln\left[A_gpd/\ln(1+1/\gamma)\right]} .$$

For air I use rough values: $A_g=15$ (cm Torr)$^{-1}$, $B_g=365$ V/(cm Torr) and $\gamma=0.01$. At 760 Torr, $pd=760\times0.005=3.80$ Torr cm, so

$$V_b=\frac{365\times3.80}{\ln(15\times3.80/\ln101)}\approx550\ {\rm V},$$

or about 11 kV/mm. The flat void exceeds this field and the sphere does not. Height, gas and applied field are the same, so in this model the shape decides the outcome. The margin depends on the rough value of $\gamma$: from $\gamma=0.001$ to $0.1$ the breakdown field falls from about 13 to 9 kV/mm. The sphere stays below it throughout, but at the low-$\gamma$ end the spheroid is only borderline. Dividing this breakdown field by $A$ gives the applied field at which discharge becomes possible: about 4.2 kV/mm for the spheroid and 8.6 kV/mm for the sphere.

**Steady voltage changes the answer**

The factors 3 and 9/7 assume that the voltage changes too quickly for gel conduction to charge the wall. Let the gel have conductivity $\sigma$ and the gas and void wall none. Conduction plus displacement current is continuous across the wall. After a Laplace transform in time, with variable $s$ (no longer the charge density) and no initial wall charge,

$$(\sigma+s\varepsilon_0\varepsilon)E_{n,\rm gel}=s\varepsilon_0E_{n,\rm void}.$$

This is the old condition with $\varepsilon$ replaced by $\kappa=\varepsilon+\sigma/(s\varepsilon_0)$. Substitution into the boxed formula gives

$$A(s)=\frac{\varepsilon\varepsilon_0s+\sigma}
{[(1-N)\varepsilon+N]\varepsilon_0s+(1-N)\sigma}.$$

For a voltage step, the response is the inverse transform of $A(s)/s$. It has a constant part from $s=0$ and one exponential from the zero of the denominator. The enhancement thus relaxes from the permittivity value to

$$A_{\rm steady}=\frac1{1-N},\qquad
\tau=\frac{\varepsilon_0[(1-N)\varepsilon+N]}{(1-N)\sigma}.$$

For the sphere $A$ rises from 1.29 to 1.50. For the spheroid it rises from 2.61 to 13.55. With a rough warm-gel resistivity of $10^{13}$ ohm cm, the relaxation times are about 3 s and 14 s. At 50 Hz the same conductivity changes the amplitude of the spheroid's field by less than 0.001%. At a steady 5 kV/mm the formula gives 67.7 kV/mm in the spheroid, a field the gas would not sustain: discharge would intervene.

**Beside a real device**

The example resembles gel insulation in a 10 kV-class SiC package. A relative permittivity near 3 is typical of silicone gel; a mean gel field of 5 kV/mm is deliberately severe. A symmetric 50 Hz voltage represents an insulation test better than the one-sided voltage a device blocks in service. The mean of a repeated one-sided voltage charges the void wall over many cycles, even when each blocking period is short. For a 50 Hz square wave that is on half the time, the spheroid's enhancement during the on time settles, if no discharge intervenes, at the average of 2.61 and 13.55, about 8.1. A long blocking period brings in the full steady-voltage result, by far the largest correction computed here for the flat void. Other corrections are smaller:

- Reducing the electrode gap from 8 mm to 2 mm at the same $E_0$ changes the flat disc's central field by −0.28% at 50 Hz, and by about −1.7% at steady voltage.
- Taking the gas permittivity as 1.0006 changes the ideal thin-void field by −0.06%.
- If the void is vented at constant pressure and heated from 20 to 150 °C, the gas thins and its breakdown field falls to about 9 kV/mm. For $\gamma=0.01$ the sphere stays below that, even with its steady-voltage field of 7.50 kV/mm. For $\gamma=0.1$ the hot breakdown field would be only about 6.9 kV/mm, and the steady field would exceed it.

The gel needs attention too. At the spheroid's rim the field is tangential, so under the symmetric 50 Hz voltage the gel touching the rim has the same 13.1 kV/mm as the gas. That is 0.87 of a rough gel strength of 15 kV/mm. The comparison is only a warning: the rim's radius of curvature is $c^2/b\approx1.3$ µm, and the excess over $E_0$ halves within about 1.5 µm of the rim, with a slower tail that reaches one tenth at about 25 µm, whereas gel strength is measured over much thicker layers. Under the one-sided square wave above, the settled factor of 8.1 would put about 40 kV/mm at the rim if no discharge intervened, well above that strength.

The uniform-field assumption fails close to a termination edge, where the field can vary strongly across a 1 mm void. I have not calculated that shift. For a void small compared with the distance over which the field varies, and a few radii away from any metal or chip surface, use the local gel field as $E_0$; otherwise, solve the actual geometry. A nearby surface changes the factor itself: in a field normal to the surface, a sphere touching a metal plane has $A\approx1.21$ at its centre instead of 1.29, and about 1.24 if it touches a half-space of permittivity 9.7. With the centre three radii from the surface, the change is below 0.3%. Crossing the Paschen threshold also does not fix the moment of discharge, since a starting electron is needed and charge left by earlier discharges alters the field.

The remaining values are in the numerical output below.

## Table of computed values

```
encapsulant relative permittivity: 3.0
gel gap: 2.0 mm
peak voltage: 10.0 kV
frequency: 50 Hz
remote field E0: 5.00 kV/mm
height of both voids: 0.050 mm
flat void diameter: 1.00 mm
flat void height/diameter: 0.050
ideal thin-void enhancement: 3.0000
sphere enhancement: 1.2857 = 9/7
thin/sphere field ratio: 2.3333
grid solution, sphere: 1.2877
grid solution, disc of height/diameter 0.005: 2.9687
ideal thin-void field: 15.00 kV/mm
sphere field: 6.43 kV/mm
ideal thin-void voltage: 750 V
sphere voltage: 321 V
spheroid depolarization factor N: 0.9262
spheroid enhancement: 2.614
spheroid field: 13.07 kV/mm
flat-faced disc enhancement at centre: 2.695
flat-faced disc field at centre: 13.48 kV/mm
gas pressure: 760 Torr
rough gas coefficient A_g: 15 1/(cm Torr)
rough gas coefficient B_g: 365 V/(cm Torr)
rough secondary emission gamma: 0.01
pressure times height: 3.80 Torr cm
Paschen voltage at 20 C: 552 V
gas breakdown field at 20 C: 11.04 kV/mm
inception E0, ideal thin void: 3.68 kV/mm
inception E0, spheroid: 4.22 kV/mm
inception E0, sphere: 8.58 kV/mm
vented void, Paschen voltage at 150 C: 448 V
vented void, breakdown field at 150 C: 8.95 kV/mm
electrode effect, gap 2 mm against 8 mm: -0.28 %
gas permittivity used for correction: 1.0006
gas permittivity effect, thin void: -0.060 %
rough warm gel resistivity: 1e+13 ohm cm
gel conduction effect at 50 Hz, spheroid: 6.9e-05 %
steady-voltage enhancement, sphere: 1.500
steady-voltage enhancement, spheroid: 13.55
steady-voltage field, sphere: 7.50 kV/mm
steady-voltage field, spheroid, no discharge: 67.7 kV/mm
relaxation time, sphere: 3.10 s
relaxation time, spheroid: 13.8 s
rough gel strength: 15 kV/mm
spheroid rim gel field/gel strength: 0.87
```
